# Critical mixing temperature of a symmetric regular solution

## Problem

Two species, A and B, share one set of lattice sites. The mole fraction of B is $x$. Measured from the two pure solids in the same crystal structure, the molar Gibbs energy of the uniform mixture is

$$g(x,T)=\Omega x(1-x)+RT\,[x\ln x+(1-x)\ln(1-x)],$$

where $R=8.31446$ J/(mol K) and the interaction parameter $\Omega=20$ kJ/mol depends on neither $x$ nor $T$. A mole means a mole of mixing sites. Pressure is fixed, and separated phases are free of stress.

(a) Estimate by scaling the temperature above which the species mix in all proportions.

(b) Find this critical temperature $T_c$ exactly within the model, and explain how it differs from the estimate.

(c) Find which compositions separate at 700 K.

(d) The numbers are in the rough range of PbTe–PbS, a thermoelectric alloy in which Te (A) and S (B) share the anion sites. Judge how far neglected effects could move $T_c$ there.

## Where the two terms come from

Let $N$ sites hold $N_A=(1-x)N$ atoms A and $N_B=xN$ atoms B. If all arrangements are equally likely, their number is $W=N!/(N_A!\,N_B!)$. Stirling's formula, $\ln n!\approx n\ln n-n$, gives

$$\ln W\approx N\ln N-N_A\ln N_A-N_B\ln N_B=-N[x\ln x+(1-x)\ln(1-x)].$$

The linear terms cancel because $N_A+N_B=N$. Multiplying by Boltzmann's constant, for one mole of sites, gives the mixing entropy; $-T$ times it is the second term of $g$.

For the first term, let each site have $z$ neighbours and let the bond energies be $\epsilon_{AA}$, $\epsilon_{BB}$ and $\epsilon_{AB}$. Counting bond ends on A atoms gives $zN_A=2N_{AA}+N_{AB}$, and similarly for B. Eliminating $N_{AA}$ and $N_{BB}$ from the total bond energy leaves

$$E=\tfrac z2N_A\epsilon_{AA}+\tfrac z2N_B\epsilon_{BB}+N_{AB}w,\qquad w=\epsilon_{AB}-\tfrac12(\epsilon_{AA}+\epsilon_{BB}).$$

The first two terms belong to the pure solids. In a random mixture a bond is unlike with probability $2x(1-x)$, and there are $zN/2$ bonds, so the mixing energy is $Nzw\,x(1-x)$. Thus $\Omega$ is $zw$ per mole of sites. A positive $\Omega$ means that unlike neighbours cost energy. Here it is 0.207 eV per site.

## First estimate by scaling

Compare the equal mixture with complete separation into pure A and pure B, for which $g=0$. Mixing costs the energy $\Omega/4$ and gains the entropy $R\ln2$. The two balance at

$$T_*=\frac{\Omega}{4R\ln 2}=\frac{20000}{4\times8.31446\times0.6931}\ \text{K}\approx 868\ \text{K}.$$

Below $T_*$ the equal mixture has $g>0$ and certainly lowers its Gibbs energy by separating. The estimate is therefore a lower bound on $T_c$ in this model. It is not yet an upper bound, because the mixture might also split into two phases that are each still mixed.

## Exact solution

**The criterion.** Suppose a mixture of composition $x$ splits into a fraction $f$ of composition $x_1$ and a fraction $1-f$ of composition $x_2$, with $x_1<x<x_2$. Conservation of atoms requires $x=fx_1+(1-f)x_2$. Neglecting the energy of the interface, the Gibbs energy after the split is

$$g_{\rm split}=f\,g(x_1)+(1-f)\,g(x_2).$$

This is the height at $x$ of the chord joining two points of the curve. The pure-solid energies do not matter: they add a function linear in $x$, which is the same before and after the split.

If the slope $g'$ increases strictly with $x$, the mean slope to the left of $x$ is smaller than that to the right:

$$\frac{g(x)-g(x_1)}{x-x_1}<\frac{g(x_2)-g(x)}{x_2-x}.$$

Insert $x-x_1=(1-f)(x_2-x_1)$ and $x_2-x=f(x_2-x_1)$, then multiply by the positive factor $f(1-f)(x_2-x_1)$:

$$f[g(x)-g(x_1)]<(1-f)[g(x_2)-g(x)]\quad\Longrightarrow\quad g(x)<g_{\rm split}.$$

Every such split then costs energy. A split into more phases can be made by successive two-phase splits, each of which costs energy too.

**The curvature.** Differentiation gives

$$g'=\Omega(1-2x)+RT\ln\frac{x}{1-x},\qquad g''=-2\Omega+\frac{RT}{x(1-x)},$$

because the derivative of $\ln x-\ln(1-x)$ is $1/x+1/(1-x)=1/[x(1-x)]$. Since $x(1-x)=\frac14-(x-\frac12)^2\le\frac14$,

$$g''\ge 4RT-2\Omega,$$

with equality only at $x=1/2$.

If $T>\Omega/(2R)$, the right side is positive, $g'$ increases strictly, and no composition separates. At $T=\Omega/(2R)$ the curvature vanishes at the single point $x=1/2$ and is positive elsewhere. The slope still increases strictly, so the mixture is still stable.

If $T<\Omega/(2R)$, split the equal mixture into equal amounts with $x=\frac12\pm d$. The odd terms of the Taylor series cancel, leaving

$$\tfrac12\left[g(\tfrac12+d)+g(\tfrac12-d)\right]-g(\tfrac12)=\tfrac12g''(\tfrac12)\,d^2+O(d^4).$$

This is negative for small enough $d$, because $g''(\frac12)=4RT-2\Omega<0$. The mixture separates. Both directions are now shown, and

$$\boxed{T_c=\frac{\Omega}{2R}=\frac{20000}{2\times8.31446}\ \text{K}=1202.7\ \text{K}\approx1203\ \text{K}}$$

or about 930 °C. The curvature at $x=1/2$ is $-6.74$ kJ/mol at 1000 K and $+6.56$ kJ/mol at 1400 K.

## Comparison of the two

The estimate has the right dependence on $\Omega$, but

$$\frac{T_c}{T_*}=\frac{\Omega/(2R)}{\Omega/(4R\ln2)}=2\ln2\approx1.39,$$

so it lies 28% below the exact model value. It compared the mixture with the wrong competitor.

At 1000 K, between the two temperatures, the equal mixture has

$$g(\tfrac12)=5000-8314.46\times0.6931\approx-760\ \text{J/mol}.$$

It is better than the pure solids, which have $g=0$. Yet two phases with $x=0.169$ and $0.831$, found below, each have $g\approx-970$ J/mol. They have given up some mixing entropy to remove some unlike bonds, and this compromise beats both extremes.

## Which compositions separate

Below $T_c$ the equilibrium phases are the points where one straight line touches $g$ twice. Since $g(x)=g(1-x)$, a horizontal line through two symmetric minima does this. Put $m=1-2x$, so that $x=(1-m)/2$ and $1-x=(1+m)/2$. The condition $g'=0$ becomes

$$\Omega m=RT\ln\frac{1+m}{1-m}=2RT\,\operatorname{artanh}m
\quad\Longrightarrow\quad m=\tanh\!\left(\frac{T_c}{T}m\right).$$

For $m>0$ the hyperbolic tangent starts with slope $T_c/T$ and bends downward. It meets the line $m$ again only if $T<T_c$, which recovers the critical temperature by a second route. The two solutions $\pm m$ give the edges of the miscibility gap, the binodal.

Within the gap, a uniform mixture is unstable to small composition changes where $g''<0$. The boundary of this region, the spinodal, follows from $g''=0$:

$$x(1-x)=\frac{RT}{2\Omega}=\frac{T}{4T_c}.$$

Since $x(1-x)=(1-m^2)/4$, this means $m^2=1-T/T_c$, or

$$x=\tfrac12\left(1\pm\sqrt{1-T/T_c}\right).$$

Solving the binodal equation numerically and evaluating the spinodal formula gives the lower edges below. The upper edges are $1-x$.

| $T$ (K) | binodal $x$ | spinodal $x$ |
|---|---|---|
| 300 | 0.00033 | 0.067 |
| 700 | 0.041 | 0.177 |
| 1000 | 0.169 | 0.295 |

At 700 K, compositions between 0.041 and 0.959 therefore separate at equilibrium. For $x=1/2$ the energy falls from $g(\frac12)=966$ J/mol to $-209$ J/mol, a gain of 1175 J/mol. A mixture with $x=0.10$ lies between binodal and spinodal. It resists small fluctuations and must nucleate the second phase. At equilibrium the lever rule gives that phase a share of $(0.100-0.041)/(0.959-0.041)\approx0.06$ of the sites.

Two limits explain the shape of the gap. At low temperature $x\ll1$, and $g'=0$ reduces to $\Omega+RT\ln x\approx0$, so $x\approx e^{-\Omega/RT}$. At 300 K the exponent is $-8.02$, which reproduces the tabulated 0.00033. Near $T_c$, where $m$ is small, $\tanh u\approx u-u^3/3$ gives

$$m\approx\frac{T_c}{T}m-\frac13\left(\frac{T_c}{T}\right)^3m^3
\quad\Longrightarrow\quad m^2\approx3\left(1-\frac{T}{T_c}\right)$$

to leading order. The two phases become alike as $T_c$ is approached. The relevant competitor there is a slightly separated mixture, far from the pure solids used in the estimate.

## What the model omits in PbTe–PbS

The following estimates change one assumption at a time. They are not corrections to be added together.

**Coherency stress.** If thin layers keep one continuous lattice, their different natural sizes must be strained to fit. As assumed inputs, not precise data, let the lattice constants be 0.646 nm for PbTe and 0.594 nm for PbS. Their difference divided by their mean is $\eta=0.0839$. An fcc cell holds four anion sites, so the mean lattice constant gives a volume $V=35.9$ cm³ per mole of sites.

Assume that the lattice constant varies linearly with $x$ and that both layers have the same stiffness. Equal layers with $x=\frac12\pm d$ then carry in-plane strains of magnitude $e=\eta d$. For layers normal to [111], let the normal strain be $e+q$. The strain consists of a uniform part $e+q/3$ along each cubic axis and three tensor shears $q/3$. With $K=C_{11}+2C_{12}$, which is three times the bulk modulus, the energy density is

$$u=\tfrac32K\left(e+\tfrac q3\right)^2+\tfrac23C_{44}q^2.$$

The layer is free to relax along its normal, so $\partial u/\partial q=0$:

$$K\left(e+\tfrac q3\right)+\tfrac43C_{44}q=0
\quad\Longrightarrow\quad q=-\frac{3Ke}{K+4C_{44}}.$$

Substitution gives $u=Ye^2$ with $Y=6KC_{44}/(K+4C_{44})$. Rough PbTe stiffnesses $C_{11}=110$, $C_{12}=8$ and $C_{44}=13$ GPa give $K=126$ GPa and $Y=55.2$ GPa.

The molar energy change of the small split is now

$$d^2\left[\tfrac12(4RT-2\Omega)+Y\eta^2V\right].$$

It is negative only below

$$T_{\rm coh}=\frac{\Omega-Y\eta^2V}{2R}.$$

With these inputs the elastic term is 13.9 kJ/mol, and $T_{\rm coh}$ is 365 K. In this estimate, an equal mixture at 700 K does not decompose spontaneously into coherent [111] layers, although separation into stress-free phases still lowers its energy. The value is delicate because it is a difference of comparable energies: a 10% change in the elastic term moves it by about 80 K. PbS is stiffer than PbTe, so using PbTe values for both layers probably makes the elastic term too small and $T_{\rm coh}$ too high. Linear elasticity is adequate for this small split, because the strain $\eta d$ vanishes with $d$. Fully separated equal layers would each carry a strain of about 4%, for which it is less reliable.

**Short-range order.** Atoms that dislike unlike neighbours avoid them even in a uniform mixture. Let $p$ be the probability that a bond has A at its first end and B at its second. The like-pair probabilities are then $1-x-p$ and $x-p$. The pair approximation counts the entropy of $z/2$ bonds per site and subtracts the site entropy $z-1$ times, since each site belongs to $z$ bonds:

$$\begin{aligned}g=\Omega p+RT\Big\{&\tfrac z2\big[(x-p)\ln(x-p)+(1-x-p)\ln(1-x-p)+2p\ln p\big]\\&-(z-1)\big[x\ln x+(1-x)\ln(1-x)\big]\Big\}.\end{aligned}$$

At $x=1/2$, the condition $\partial g/\partial p=0$ gives $\Omega=RTz\ln[(\frac12-p)/p]$. By symmetry $p$ does not change to first order in $x-\frac12$, so the curvature can be taken at fixed $p$. It vanishes when

$$\frac{z}{\frac12-p}-4(z-1)=0
\quad\Longrightarrow\quad \tfrac12-p=\frac{z}{4(z-1)},\qquad p=\frac{z-2}{4(z-1)}.$$

Hence

$$T_{\rm pair}=\frac{\Omega}{Rz\ln[z/(z-2)]}.$$

For the 12 nearest anion neighbours this is 1099 K, or 0.914 of $T_c$. As $z\to\infty$, $z\ln[z/(z-2)]\to2$ and the random-mixing result returns. The pair approximation understates the shift, because it ignores closed loops of neighbours, of which triangles are the shortest in the fcc lattice. Monte Carlo simulations of the same nearest-neighbour model give about $0.82\,T_c$, or 980 K. Both values suppose nearest-neighbour forces, whereas size mismatch also acts at longer range.

**Excess entropy.** If mixing changes the vibrations, a simple form replaces $\Omega$ by $\Omega-sT$. The critical condition $2RT=\Omega-sT$ gives $T=\Omega/(2R+s)$. An illustrative $s=1$ J/(mol K) lowers the critical temperature by 68 K, to 1134 K; a negative $s$ would raise it. This $s$ is small: at $x=1/2$ it is an entropy of $s/4$ per mole of anion sites, or 0.015 $k_B$ per atom with two atoms per site. An excess of 0.05 $k_B$ per atom, $s=3.3$ J/(mol K), would lower the critical temperature by about 200 K.

**Melting.** As assumed inputs, not precise data, take melting points of 1200 K for PbTe and 1390 K for PbS, with mean $T_m=1295$ K, and the same constant melting entropy $\Delta S$ for both. If the liquid mixes ideally, its ideal entropy cancels that of the solid at equal composition. At $x=1/2$,

$$g_{\rm liquid}-g_{\rm solid}=\Delta S(T_m-T)-\frac{\Omega}{4},$$

which vanishes at $T_0=T_m-\Omega/(4\Delta S)$. For assumed melting entropies of 30, 40 and 50 J/(mol K), $T_0$ is 1128, 1170 and 1195 K. The uniform solid would then be less stable than the liquid at 1203 K, and the solid critical point would be hidden by melting. This conclusion depends on the liquid. With $\Delta S=40$ J/(mol K), a liquid interaction parameter of 5.2 kJ/mol raises $T_0$ to $T_c$. Even then the critical point stays hidden, because liquid of a different composition can still form. For $\Delta S=40$ J/(mol K), the parameter must exceed about 10 kJ/mol before the solid at the critical point is stable against every liquid composition; the threshold is about 13 kJ/mol for $\Delta S=30$ and 8 kJ/mol for $\Delta S=50$ J/(mol K). With an ideal liquid, liquid of any composition first becomes stable at 1115, 1152 and 1173 K for the three melting entropies. Short-range order only lowers the Gibbs energy of the solid, so a critical point lowered to 1099 K or 980 K is not hidden.

**Beside the real alloy.** PbTe–PbS does have a miscibility gap in the solid, and 700 K is a reasonable hot-side temperature for a thermoelectric generator. The round value of $\Omega$ has a suitable size but is not a fitted property, and a constant $\Omega$ cannot describe an asymmetric gap. For stress-free phases, short-range order lowers the critical temperature by about 100 K in the pair approximation and by about 220 K in simulations of the nearest-neighbour model. An excess entropy shifts it by about 70 K for $s=1$ J/(mol K) and by about 200 K for $s=3.3$ J/(mol K). With the assumed inputs, melting can hide a critical point at 1203 K, but not one lowered below about 1100 K. The assumption of stress-free phases matters most: for fine coherent layers, its failure lowers the instability temperature by roughly 800 K with PbTe stiffnesses, and probably by more in the stiffer alloy. The figure 1203 K is thus the critical temperature of the stated model. For stress-free phases of the material it indicates only a scale of roughly 1000 K.
